# Free-Carrier Absorption and Its Wavelength Exponents from Second-Order Perturbation Theory: a numerical check

```python
"""Free-carrier absorption assisted by acoustic phonons, polar optical
phonons or ionized impurities, in second-order perturbation theory.

Result under test (Hartree atomic units, temperature as an energy):
  alpha = 2 pi n / (3 n_r c m^2 w^3) * [Gamma(w) - Gamma(-w)]
  Gamma(v) = thermal mean of
             2 pi int d3k'/(2 pi)^3 S(q) q^2 delta(E_k' - E_k - v)
with q = k' - k, n carrier density, m band mass, n_r refractive index,
w photon energy, S(q) squared scattering matrix element per unit volume.
For S ~ q^(-2j) the wavelength exponent tends to 3/2 + j at large w.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import kv

# Model parameters in atomic units
mass = 0.02
temp = 0.001
omega_lo = 0.0015
eps_inf = 16.0
eps_0 = 20.0
density = 5e-10
impurity_density = density
deformation = 0.3
elastic = 0.005
sound = 0.0025
index = np.sqrt(eps_inf)
light = 1 / const.fine_structure

bohr_cm = const.physical_constants["Bohr radius"][0] * 100
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
kelvin = const.physical_constants["hartree-kelvin relationship"][0]

kappa2 = 4 * np.pi * density / (eps_0 * temp)
n_lo = 1 / np.expm1(omega_lo / temp)
s_ac = deformation**2 * temp / elastic
s_po = 2 * np.pi * omega_lo * (1 / eps_inf - 1 / eps_0)
s_im = impurity_density * (4 * np.pi / eps_0)**2


def strength_ac(q2):
    return s_ac + 0 * q2


def strength_po(q2):
    return s_po / q2


def strength_im(q2):
    return s_im / (q2 + kappa2)**2


def strength_bare(q2):
    return s_im / q2**2


nodes, weights = np.polynomial.legendre.leggauss(200)
y_grid = 3.5 * (nodes + 1)
y_weight = 3.5 * weights


def gamma_direct(v, strength):
    """Integrate over initial energy and scattering angle."""
    x = max(0.0, -v / temp) + y_grid**2
    k = np.sqrt(2 * mass * temp * x)
    kp = np.sqrt(2 * mass * temp * (max(0.0, v / temp) + y_grid**2))
    q2 = (k**2 + kp**2)[:, None] - 2 * (k * kp)[:, None] * nodes
    angular = (strength(q2) * q2) @ weights
    rate = mass * kp / (2 * np.pi) * angular
    maxwell = 2 / np.sqrt(np.pi) * np.sqrt(x) * np.exp(-x)
    return np.sum(y_weight * 2 * y_grid * maxwell * rate)


def gamma_closed(v, j, s):
    """Bessel-function form for S(q) = s / q^(2j)."""
    z = abs(v) / (2 * temp)
    front = mass / np.pi / np.sqrt(2 * np.pi * mass * temp)
    power = (2 * mass * abs(v))**(2 - j)
    return s * front * np.exp(v / (2 * temp)) * power * kv(2 - j, z)


def net_polar(w, gamma):
    """Photon absorption minus emission, both phonon processes."""
    up = n_lo * gamma(w + omega_lo) + (n_lo + 1) * gamma(w - omega_lo)
    down = (n_lo * gamma(-w + omega_lo)
            + (n_lo + 1) * gamma(-w - omega_lo))
    return up - down


def alpha_from_net(net, w):
    """Absorbed power divided by light intensity, field amplitude F."""
    field = 1e-6
    rate = (field / (2 * mass * w**2))**2 / 3 * net
    intensity = index * light * field**2 / (8 * np.pi)
    return density * w * rate / intensity


def alpha_ac(w):
    net = gamma_direct(w, strength_ac) - gamma_direct(-w, strength_ac)
    return alpha_from_net(net, w)


def alpha_po(w):
    net = net_polar(w, lambda v: gamma_direct(v, strength_po))
    return alpha_from_net(net, w)


def alpha_im(w):
    net = gamma_direct(w, strength_im) - gamma_direct(-w, strength_im)
    return alpha_from_net(net, w)


def alpha_total(w):
    return alpha_ac(w) + alpha_po(w) + alpha_im(w)


def exponent(alpha, w, h=0.01):
    ratio = alpha(w * np.exp(h)) / alpha(w * np.exp(-h))
    return -np.log(ratio) / (2 * h)


def alpha_limit(w, j, s):
    kp = np.sqrt(2 * mass * w)
    front = 2 * density / (3 * index * light * mass * w**3)
    return front * s * kp**(3 - 2 * j)


# Test: two-path amplitude against time propagation (mass 1, w = 1)
k_i, k_f, a_0, v_s, periods = 0.5, 1.5, 0.1, 1e-3, 200
steps = 2000
dt = 2 * np.pi / steps
evolution = np.eye(2, dtype=complex)
for i in range(steps):
    a_t = a_0 * np.cos((i + 0.5) * dt)
    ham = np.array([[k_i**2 / 2 + a_t * k_i, v_s],
                    [v_s, k_f**2 / 2 + a_t * k_f]])
    e, u = np.linalg.eigh(ham)
    evolution = (u * np.exp(-1j * e * dt)) @ u.T @ evolution
evolution = np.linalg.matrix_power(evolution, periods)
amp_numeric = abs(evolution[1, 0])
amp_theory = v_s * a_0 * (k_f - k_i) / 2 * 2 * np.pi * periods
assert abs(amp_numeric / amp_theory - 1) < 0.01

# Test: polarization average, fixed z polarization, all directions
c_n, c_w = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
c1 = c_n[:, None, None]
c2 = c_n[None, :, None]
cos_angle = c1 * c2 + np.sqrt((1 - c1**2) * (1 - c2**2)) * np.cos(phi)
ka, kb = 0.4, 1.0
q2_all = ka**2 + kb**2 - 2 * ka * kb * cos_angle
kernel = 1 / (q2_all + 0.1)**2
qz2 = (kb * c2 - ka * c1)**2
w_all = c_w[:, None, None] * c_w[None, :, None] / (4 * 48)
mean_z = np.sum(w_all * kernel * qz2)
q2_line = ka**2 + kb**2 - 2 * ka * kb * nodes
mean_q = np.sum(weights * q2_line / (q2_line + 0.1)**2) / 2
assert abs(mean_z / (mean_q / 3) - 1) < 1e-6

# Test: polar coupling reproduces the lattice polarization energy
q_test = 8.0
coupling = np.sqrt(s_po) / q_test
ladder = np.diag(np.sqrt(np.arange(1, 60)), 1)
ham = omega_lo * ladder.T @ ladder + coupling * (ladder + ladder.T)
shift = np.linalg.eigvalsh(ham)[0]
polarization = -0.5 * 4 * np.pi / q_test**2 * (1 / eps_inf - 1 / eps_0)
assert abs(shift / polarization - 1) < 1e-6

# Test: acoustic equipartition with explicit phonon energies, k = 0
w_test = 0.04
explicit = 0.0
for sign in (1, -1):  # +1 phonon absorbed, -1 phonon emitted
    kp = mass * (sign * sound
                 + np.sqrt(sound**2 + 2 * w_test / mass))
    occupation = 1 / np.expm1(sound * kp / temp)
    if sign == -1:
        occupation += 1
    s_q = deformation**2 * sound * kp / (2 * elastic) * occupation
    explicit += kp**4 * s_q / (np.pi * abs(kp / mass - sign * sound))
elastic_rate = s_ac * mass * (2 * mass * w_test)**1.5 / np.pi
equipartition_ratio = explicit / elastic_rate
assert abs(equipartition_ratio - 1) < 0.01

# Test: closed thermal averages against direct integration
for v in (-0.004, -0.0005, 0.0005, 0.004, 0.02):
    for j, s, f in ((0, s_ac, strength_ac), (1, s_po, strength_po),
                    (2, s_im, strength_bare)):
        assert abs(gamma_direct(v, f) / gamma_closed(v, j, s) - 1) < 1e-5
for w in (0.001, 0.02):
    closed = net_polar(w, lambda v: gamma_closed(v, 1, s_po))
    formula = (2 * np.pi * density * closed
               / (3 * index * light * mass**2 * w**3))
    assert abs(alpha_po(w) / formula - 1) < 1e-5


# Test: single integral over q for the screened impurity
def q_integrand(q, v):
    arg = (mass * v / q - q / 2)**2 / (2 * mass * temp)
    return q**3 * strength_im(q * q) / s_im * np.exp(-arg)


v = 0.01
integral = quad(q_integrand, 1e-5, 0.1, args=(v,), points=[0.01, 0.02, 0.04],
                limit=200, epsabs=0, epsrel=1e-9)[0] * s_im
q_form = mass / np.pi / np.sqrt(2 * np.pi * mass * temp) * integral
assert abs(q_form / gamma_direct(v, strength_im) - 1) < 1e-6

# Test: limiting powers and their first corrections
c_ac = 15 * temp / 4
c_po = 3 * temp / 4 - omega_lo / 2 * np.tanh(omega_lo / (2 * temp))
c_im = -temp / 4 - kappa2 / mass
cases = (("acoustic", alpha_ac, 0, s_ac, c_ac),
         ("polar", alpha_po, 1, s_po * (2 * n_lo + 1), c_po),
         ("impurity", alpha_im, 2, s_im, c_im))
w_high = 200 * temp
tolerance = 10 * (temp / w_high)**2  # size of neglected second order
for name, alpha, j, s, c in cases:
    ratio = alpha(w_high) / alpha_limit(w_high, j, s)
    assert abs(ratio - 1 - c / w_high) < tolerance, name
    p = exponent(alpha, w_high)
    assert abs(p - 1.5 - j - c / w_high) < tolerance, name


# Test: low-frequency limit against the Drude law
def drude_rate(strength):
    x = y_grid**2
    k = np.sqrt(2 * mass * temp * x)
    q2 = 2 * k[:, None]**2 * (1 - nodes)
    rate = mass * k / (2 * np.pi) * (
        (strength(q2) * (1 - nodes)) @ weights)
    weight = y_weight * 2 * y_grid * x**1.5 * np.exp(-x)
    return np.sum(weight * rate) / np.sum(weight)


w_low = temp / 100
rates = {}
drude_ratio = {}
for name, alpha, f in (("acoustic", alpha_ac, strength_ac),
                       ("impurity", alpha_im, strength_im)):
    rates[name] = drude_rate(f)
    drude = (4 * np.pi * density * rates[name]
             / (index * light * mass * w_low**2))
    drude_ratio[name] = alpha(w_low) / drude
    assert abs(drude_ratio[name] - 1) < 0.02, name
p_low = exponent(alpha_ac, w_low)
assert abs(p_low - 2) < 0.01

# Worked example
band_states = 2 * (mass * temp / (2 * np.pi))**1.5
plasma = np.sqrt(4 * np.pi * density / (mass * eps_inf))
k_thermal = np.sqrt(2 * mass * temp)
frohlich = (1 / eps_inf - 1 / eps_0) * np.sqrt(mass / (2 * omega_lo))
print(f"mass {mass} m_e; T {temp} Ha = {temp * kelvin:.1f} K")
print(f"optical phonon energy {omega_lo} Ha; occupation {n_lo:.4f}")
print(f"eps_inf {eps_inf:.0f}; eps_0 {eps_0:.0f}; index {index:.3f}")
print(f"density {density:.1e} bohr^-3 = {density / bohr_cm**3:.3e} cm^-3")
print(f"impurity density {impurity_density:.1e} bohr^-3")
print(f"deformation potential {deformation} Ha")
print(f"elastic constant {elastic} Ha/bohr^3; sound speed {sound} a.u.")
print(f"speed of light {light:.3f} a.u.")
print(f"S acoustic {s_ac:.4e} a.u.")
print(f"S polar * q^2, without occupation {s_po:.4e} a.u.")
print(f"S impurity * q^4, bare {s_im:.4e} a.u.")
print(f"kappa^2 {kappa2:.3e} bohr^-2; kappa^2/2m {kappa2 / 2 / mass:.3e} Ha")
print(f"density / band density of states {density / band_states:.4f}")
print(f"plasma energy {plasma:.3e} Ha; Frohlich constant {frohlich:.4f}")
print(f"Coulomb parameter 2 pi m/(eps_0 k), thermal k: "
      f"{2 * np.pi * mass / (eps_0 * k_thermal):.3f}")
for name in rates:
    print(f"Drude rate {name} {rates[name]:.3e} Ha; "
          f"alpha/Drude at w=T/100: {drude_ratio[name]:.5f}")
print(f"acoustic exponent at w=T/100: {p_low:.4f}")
print(f"two-path amplitude: propagated {amp_numeric:.5f}, "
      f"theory {amp_theory:.5f}")
print(f"explicit/elastic acoustic rate at 0.04 Ha "
      f"{equipartition_ratio:.5f}")
for name, alpha, j, s, c in cases:
    print(f"C {name} {c:.4e} Ha; exponent at w=200T "
          f"{exponent(alpha, w_high):.5f}")
for w in (0.01, 0.02, 0.04):
    wavelength = 2 * np.pi * light / w * bohr_cm * 1e4
    k_final = np.sqrt(2 * mass * w)
    print(f"w {w} Ha = {w * hartree_ev:.4f} eV; "
          f"wavelength {wavelength:.3f} um")
    print(f"  final k {k_final:.5f} bohr^-1; Coulomb parameter "
          f"{2 * np.pi * mass / (eps_0 * k_final):.3f}")
    for name, alpha, j, s, c in cases:
        print(f"  {name}: alpha {alpha(w) / bohr_cm:.4e} cm^-1, "
              f"limit {alpha_limit(w, j, s) / bohr_cm:.4e} cm^-1, "
              f"p {exponent(alpha, w):.4f}")
    print(f"  total: alpha {alpha_total(w) / bohr_cm:.4e} cm^-1, "
          f"p {exponent(alpha_total, w):.4f}")
print("all good")
```

Running it gives:

```
mass 0.02 m_e; T 0.001 Ha = 315.8 K
optical phonon energy 0.0015 Ha; occupation 0.2872
eps_inf 16; eps_0 20; index 4.000
density 5.0e-10 bohr^-3 = 3.374e+15 cm^-3
impurity density 5.0e-10 bohr^-3
deformation potential 0.3 Ha
elastic constant 0.005 Ha/bohr^3; sound speed 0.0025 a.u.
speed of light 137.036 a.u.
S acoustic 1.8000e-02 a.u.
S polar * q^2, without occupation 1.1781e-04 a.u.
S impurity * q^4, bare 1.9739e-10 a.u.
kappa^2 3.142e-07 bohr^-2; kappa^2/2m 7.854e-06 Ha
density / band density of states 0.0440
plasma energy 1.401e-04 Ha; Frohlich constant 0.0323
Coulomb parameter 2 pi m/(eps_0 k), thermal k: 0.993
Drude rate acoustic 1.090e-06 Ha; alpha/Drude at w=T/100: 1.00000
Drude rate impurity 2.186e-06 Ha; alpha/Drude at w=T/100: 0.99934
acoustic exponent at w=T/100: 2.0000
two-path amplitude: propagated 0.06271, theory 0.06283
explicit/elastic acoustic rate at 0.04 Ha 1.00053
C acoustic 3.7500e-03 Ha; exponent at w=200T 1.51856
C polar 2.7364e-04 Ha; exponent at w=200T 2.50135
C impurity -2.6571e-04 Ha; exponent at w=200T 3.49868
w 0.01 Ha = 0.2721 eV; wavelength 4.556 um
  final k 0.02000 bohr^-1; Coulomb parameter 0.314
  acoustic: alpha 1.1631e-03 cm^-1, limit 8.2740e-04 cm^-1, p 1.8088
  polar: alpha 2.1824e-02 cm^-1, limit 2.1315e-02 cm^-1, p 2.5200
  impurity: alpha 5.5327e-05 cm^-1, limit 5.6709e-05 cm^-1, p 3.4766
  total: alpha 2.3043e-02 cm^-1, p 2.4864
w 0.02 Ha = 0.5442 eV; wavelength 2.278 um
  final k 0.02828 bohr^-1; Coulomb parameter 0.222
  acoustic: alpha 3.4970e-04 cm^-1, limit 2.9253e-04 cm^-1, p 1.6699
  polar: alpha 3.8161e-03 cm^-1, limit 3.7680e-03 cm^-1, p 2.5118
  impurity: alpha 4.9489e-06 cm^-1, limit 5.0124e-06 cm^-1, p 3.4877
  total: alpha 4.1708e-03 cm^-1, p 2.4423
w 0.04 Ha = 1.0885 eV; wavelength 1.139 um
  final k 0.04000 bohr^-1; Coulomb parameter 0.157
  acoustic: alpha 1.1333e-04 cm^-1, limit 1.0342e-04 cm^-1, p 1.5892
  polar: alpha 6.7050e-04 cm^-1, limit 6.6610e-04 cm^-1, p 2.5063
  impurity: alpha 4.4017e-07 cm^-1, limit 4.4304e-07 cm^-1, p 3.4936
  total: alpha 7.8427e-04 cm^-1, p 2.3744
all good
```
